# Counting graphene layers from a 91.4 percent optical transmission

**Question**

I am stuck on this exercise: "A suspended few-layer graphene membrane transmits 91.4 percent of visible light. Assuming that each layer has the universal sheet conductivity $e^2/4\hbar$ and that the conductivities add, and including reflection, show that the membrane has four layers."

I know that one layer absorbs about 2.3 percent. The missing light is 8.6 percent, and $8.6/2.293=3.75$, which is not very close to an integer. I assumed that reflection would repair this. But if some of the missing 8.6 percent was reflected, then less was absorbed, and my layer number goes down, not up. What am I doing wrong? I would also like to know where the universal conductivity comes from, and whether the answer can be trusted for a real membrane.

**Answer**

Your subtraction accounts for the power that the reflected wave carries away. It leaves out a larger effect: the reflected wave also weakens the electric field at the membrane, so each layer absorbs less than 2.293 percent of the incident light. The boundary conditions contain both effects.

**The field at the membrane**

I use atomic units with $\hbar=e=m_e=4\pi\varepsilon_0=1$. Then $c=1/\alpha=137.036$, where $\alpha$ is the fine-structure constant. Since $\varepsilon_0=1/4\pi$, the magnetic constant is $\mu_0=1/(\varepsilon_0c^2)=4\pi/c^2$. The universal conductivity $e^2/4\hbar$ becomes $\sigma_0=1/4$.

Let light of amplitude $E_0$ travel along $+z$ at normal incidence, with its electric field along $x$. The membrane lies at $z=0$ with vacuum on both sides. The reflected and transmitted amplitudes are $rE_0$ and $tE_0$. A wave travelling along $+z$ has $B_y=E_x/c$, and one travelling along $-z$ has $B_y=-E_x/c$.

Two conditions join the fields across the membrane.

First, Faraday's law reads $\partial_zE_x=-\partial_tB_y$. The right side is finite, so $E_x$ cannot jump across a vanishing thickness:
$$1+r=t .$$

Second, Ampère's law reads $-\partial_zB_y=\mu_0J_x+c^{-2}\partial_tE_x$. Integrated across the membrane, the last term vanishes with the thickness, while the current density leaves the sheet current $K$:
$$B_y(0^-)-B_y(0^+)=\mu_0K .$$

All $N$ layers feel the same field $tE_0$, because the membrane is far thinner than the wavelength. Their conductivities add by assumption, so $K=N\sigma_0tE_0$. Inserting the fields gives
$$\frac{E_0}{c}(1-r-t)=\frac{4\pi}{c^2}N\sigma_0\,tE_0 .$$
Multiply by $c/E_0$ and use $\sigma_0=1/4$ and $1/c=\alpha$:
$$1-r-t=N\pi\alpha\,t .$$

Now substitute $r=t-1$. The left side becomes $2-2t$, so $2=t(2+N\pi\alpha)$. With the abbreviation $x=N\pi\alpha/2$,
$$t=\frac{1}{1+x},\qquad r=t-1=-\frac{x}{1+x}.$$

There is vacuum on both sides, so the power fractions are the squared amplitudes:
$$T=\frac{1}{(1+x)^2},\qquad R=\frac{x^2}{(1+x)^2}.$$

The absorbed fraction follows separately from Joule heating. The mean heat per area is $\tfrac12N\sigma_0t^2E_0^2$, and the incident intensity is $\tfrac12c\varepsilon_0E_0^2=cE_0^2/8\pi$. Their ratio is
$$A=\frac{4\pi}{c}N\sigma_0t^2=N\pi\alpha\,T=\frac{2x}{(1+x)^2}.$$
The sum is $T+R+A=(1+x^2+2x)/(1+x)^2=1$, as energy conservation requires.

**The layer number**

Take the positive root of $T=(1+x)^{-2}$, which gives $x=T^{-1/2}-1$. Hence
$$N=\frac{2}{\pi\alpha}\left(\frac{1}{\sqrt T}-1\right).$$

For $T=0.914$ we have $T^{-1/2}=1.045988$, and $\pi\alpha=0.022925$. Therefore
$$N=\frac{2\times0.045988}{0.022925}=4.012 .$$

The value 91.4 percent may have been rounded from anything between 91.35 and 91.45 percent. This corresponds to $N$ between 3.987 and 4.037, an interval that contains four and no other integer. The forward calculation confirms the choice:

- three layers transmit 93.46 percent;
- four layers transmit 91.42 percent;
- five layers transmit 89.45 percent.

Within the assumptions of the exercise, the membrane has four layers. The halfway points, $N=3.5$ and $N=4.5$, lie at 92.43 and 90.43 percent, so a measurement good to somewhat better than one percentage point is enough.

**What reflection changed**

For four layers $x=0.045851$. The reflected power is 0.192 percent of the incident power and the absorbed power is 8.384 percent. Your rule would predict an absorption of $4\pi\alpha=9.170$ percent.

The difference comes from the field. The amplitude $r$ is negative, so the reflected wave opposes the incident wave at the membrane. The total field there is $(1+r)E_0=tE_0$, and the intensity that drives the current is reduced by the factor $T=0.914$. Indeed, $9.170\times0.914=8.38$.

In percentage points, the weaker field lowers the absorption by $9.170-8.384=0.786$, while the reflected power adds 0.192 to the loss. The total loss is thus 0.594 points smaller than your rule predicts. That is why the transmission is 91.424 percent and not 90.830 percent, and why the inferred layer number goes up.

The expansion for small $x$ shows the same competition:
$$A=2x-4x^2+\dots,\qquad R=x^2+\dots,\qquad 1-T=2x-3x^2+\dots$$
The reduction of the absorption is four times the reflected power at this order.

Your 3.75 still rounds to four. For this membrane, reflection brings the reading close to an integer but does not change the integer. For six layers it does. The full formula gives $T=87.544$ percent, and the linear rule would read $12.456/2.2925=5.43$, which rounds to five.

**Why not multiply the transmissions of single layers?**

One layer transmits 97.746 percent. Setting $T=T_1^N$ gives $N=\ln0.914/\ln0.97746=3.94$. This is closer, but the product omits the light that bounces between layers.

To see this for two layers, let $x_1=\pi\alpha/2$, so that $t_1=1/(1+x_1)$ and $r_1=-x_1/(1+x_1)$. If the gap is negligible compared with the wavelength, the bounces add in phase:
$$t_{12}=t_1^2(1+r_1^2+r_1^4+\dots)=\frac{t_1^2}{1-r_1^2}.$$
Since $1-r_1^2=(1+2x_1)/(1+x_1)^2$, this becomes
$$t_{12}=\frac{1}{1+2x_1},$$
which is the result for one sheet with twice the conductivity. Adding conductivities therefore already includes the multiple reflections.

The same sum shows what a finite gap $d$ does. With $k=2\pi/\lambda$, each round trip brings a phase factor $e^{2ikd}$. Apart from the overall phase of free propagation,
$$\frac{1}{t_{12}}=\frac{1-r_1^2e^{2ikd}}{t_1^2}=(1+x_1)^2-x_1^2e^{2ikd}\approx1+2x_1-2ikd\,x_1^2 .$$
The correction is imaginary at first order in $kd$, so it affects the modulus only at second order. At a wavelength of 550 nm and a layer spacing of about 0.335 nm, four spacings give a phase of just 0.0153. I also integrated the wave equation numerically through four separate layers, each a Gaussian conductivity profile with a standard deviation of 0.05 nm. The transmission was again 91.424 percent.

**Where the universal conductivity comes from**

Near a corner of the Brillouin zone, the electrons of one layer obey $H=v(\sigma_xk_x+\sigma_yk_y)$. Here $\mathbf k$ is measured from the corner, $v$ is the band velocity and $\sigma_x,\sigma_y$ are Pauli matrices. The energies are $\pm vk$. In undoped graphene at low temperature the lower band is full and the upper band is empty.

Let the field be $E_0\cos\omega t$ along $x$. The relation $E=-\partial_t\mathcal A$ gives the vector potential $\mathcal A=-(E_0/\omega)\sin\omega t$. An electron has charge $-1$, so $k_x$ is replaced by $k_x+\mathcal A$, and the perturbation is $v\sigma_x\mathcal A$. Its part proportional to $e^{-i\omega t}$, which causes absorption, has magnitude $E_0/2\omega$ times $v\sigma_x$. The golden rule gives the transition rate at each $\mathbf k$:
$$W=2\pi\left(\frac{E_0}{2\omega}\right)^2|v_{cv}|^2\,\delta(2vk-\omega).$$
The photon momentum is neglected, so the transition is vertical.

If $\mathbf k$ makes an angle $\varphi$ with the $x$ axis, the states are $(1,\pm e^{i\varphi})/\sqrt2$. The matrix element of $v\sigma_x$ between them is
$$v_{cv}=\frac v2\left(-e^{i\varphi}+e^{-i\varphi}\right)=-iv\sin\varphi ,$$
and the angular average of its square is $v^2/2$.

Each transition absorbs an energy $\omega$. There are two spins and two inequivalent zone corners, hence a factor of four. Equating the absorbed power per area to $\tfrac12\sigma E_0^2$ gives
$$\sigma=\frac{2}{E_0^2}\,4\omega\int\frac{d^2k}{(2\pi)^2}W=\frac{4\pi}{\omega}\int\frac{d^2k}{(2\pi)^2}|v_{cv}|^2\delta(2vk-\omega).$$

Carry out the angular integral, which leaves $\int k\,dk/2\pi$ and the average $v^2/2$:
$$\sigma=\frac{v^2}{\omega}\int_0^\infty k\,\delta(2vk-\omega)\,dk=\frac{v^2}{\omega}\,\frac{\omega}{2v}\,\frac{1}{2v}=\frac14 .$$
One factor $\omega/2v$ is the radius of the circle of allowed transitions, and $1/2v$ comes from the delta function. Velocity and frequency cancel. This is what "universal" means here. The value $1/4$ was derived for straight cones, and the curvature of the lattice bands changes it, as estimated below.

**How far a real membrane departs from this**

The assumptions can be examined at 550 nm, where the photon energy is 2.254 eV. The material parameters below are rough typical values for graphene and graphite.

*Curved bands.* I computed the conductivity of one layer from the honeycomb lattice with nearest-neighbour hopping of 3 eV, by summing transitions over the Brillouin zone with a Gaussian broadening of 0.05 eV. It exceeds $\sigma_0$ by 0.31 percent at 0.5 eV and by 1.26 percent at 1 eV, a fourfold growth for a doubled energy. At 2.254 eV the excess is 6.9 percent. A four-layer membrane with this conductivity transmits 90.87 percent, and the simple formula would read it as 4.28 layers. The excess depends strongly on the hopping: it is 6.1 percent for 3.16 eV, 8.7 percent for 2.7 eV and 12.6 percent for 2.3 eV. The last value places the saddle-point transition, at twice the hopping, near the absorption peak measured at about 4.6 eV.

*Coupling between layers.* I diagonalized a model of four Dirac layers in the Bernal stacking of graphite, with an interlayer hopping of 0.4 eV. At 2.254 eV its conductivity is 0.996 times $4\sigma_0$, so additivity is a good approximation in this model. At 0.8 eV the ratio is 1.18 without broadening and 1.19 with a Gaussian broadening of 0.05 eV. In this model the conductivities add well when the photon energy is far above the interlayer hopping. They do not at 0.8 eV, which is only twice that hopping and lies in the near infrared. Far below the hopping, the conductivity of the undoped model returns slowly to $4\sigma_0$: the ratio is 0.89 at 0.1 eV and 0.99 at 0.01 eV. The model keeps only the vertical hopping. The weaker skew hoppings of graphite are left out, and they can raise the visible conductivity by several percent.

*Polarization without absorption.* The layers also carry a current that is out of phase with the field. If the real part of the permittivity is $\epsilon_1$ and the thickness is $D$, this current adds $-i\omega\varepsilon_0(\epsilon_1-1)D$ to the sheet conductivity. Since $x$ is $2\pi/c$ times the total sheet conductivity, it gains the imaginary part $-y$ with
$$y=\tfrac12kD(\epsilon_1-1),\qquad T=\frac{1}{(1+x)^2+y^2}.$$
For $\epsilon_1\approx5$ and $kD=0.0153$ this gives $y=0.031$. The transmission falls from 91.42 to 91.35 percent, a shift of 0.04 in the layer number.

*Doping and temperature.* A transition is blocked if its lower state is empty or its upper state is full. These states lie 1.127 eV below and above the crossing point of the cones. With a Fermi level of 0.1 eV and a temperature of 300 K, the blocked fraction is below $10^{-16}$.

To combine the first three corrections, I multiply the conductivity factors for band curvature and interlayer coupling. This treats the two effects as independent, an approximation good to about half a percent of the conductivity here. Four layers would then transmit 90.83 percent, about 0.6 points below the stated value, and the simple formula would read 4.30. Conversely, if I correct the conductivity for band curvature and interlayer coupling, the stated 91.4 percent reads as $4.012/(1.0688\times0.9962)=3.77$ layers. With these parameters four remains the nearest integer in both directions, but the margin is smaller than the value 4.012 suggests. The closeness of 4.012 to an integer belongs to the universal model; it does not show that a real layer follows that model to 0.3 percent.

An exact match with another layer number would need a much larger change of the conductivity. Three layers would transmit 91.4 percent if each had $4.012/3=1.34$ times $\sigma_0$, and five layers if each had $4.012/5=0.80$ times $\sigma_0$. The computed factor is $1.0688\times0.9962=1.065$. Rounding to the nearest integer is less forgiving: it would switch to three layers at a factor of $4.012/3.5=1.15$, or 1.14 with the out-of-phase current included. In the other direction the margin is thinner still: with that current, four true layers are read as five by the simple formula once the factor exceeds 1.12. Such factors are within the spread of plausible parameters. The often used graphite index $2.6+1.3i$, which has $\epsilon_1\approx5$, corresponds to a factor of 1.13; four layers then transmit 90.33 percent and read as 4.55.

These estimates leave out the attraction between the excited electron and the hole it leaves behind, which changes the absorption spectrum. They also leave out dirt on the membrane and the oblique rays of a focused beam. Dirt that absorbs or scatters light out of the detector would be counted as extra graphene. A measurement on a clean membrane of known layer number, in the same instrument and at the same wavelength, would calibrate the effective conductivity per layer.

**Two limits of the formula**

Suppose that the graphene lies on a thick transparent substrate of refractive index $n_s$, and ignore reflection from the back face of the substrate. The transmitted wave then has $B_y=n_sE_x/c$. The second boundary condition becomes $1-r-n_st=N\pi\alpha t$, and with $r=t-1$,
$$t=\frac{2}{1+n_s+N\pi\alpha}.$$
Divided by the transmission of the bare surface, this gives
$$\frac{T}{T_{\text{bare}}}=\left(1+\frac{N\pi\alpha}{1+n_s}\right)^{-2}.$$
For $n_s=1$ we recover the membrane. For $n_s>1$ each layer lowers this ratio by less, so the suspended formula applied to $T/T_{\text{bare}}$ would give too few layers.

For thick stacks the formula predicts a greatest absorption. From $dA/dx=2(1-x)/(1+x)^3$, the maximum is at $x=1$, where half of the light is absorbed and a quarter each is reflected and transmitted. This needs $N=2/\pi\alpha\approx87$ layers, about 29 nm of material. The phase across such a stack is $kD\approx0.33$, which is no longer small. The intensity then differs by roughly 20 percent between the two faces, so the assumption of a common field is only rough. The predicted maximum should not be taken as a bound: a much thicker stack can absorb more than half of the light. For four layers, with $kD=0.0153$, the assumption of a common field is safe.
